# Marcus Parabolas from Gaussian Statistics of the Vertical Energy Gap: a program that tests the result

```python
# RESULT UNDER TEST
# If the vertical gap X = E_B - E_A is Gaussian in state A (mean m_A, variance
# sigma^2, classical nuclei at temperature T), the free-energy profiles of both
# diabatic states along X are parabolas of curvature 1/(2 lambda), with
#   lambda = sigma^2/(2kT),  Delta G = m_A - lambda,
#   activation free energy A->B = (lambda + Delta G)^2/(4 lambda).
# Model: coordinates q, y (dimensionless), energies in eV. An anharmonic term
# common to both states couples y to q. All averages are Boltzmann quadratures.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, logsumexp

temperature = 300.0
kT = const.k * temperature / const.e
to_kjmol = const.e * const.N_A / 1000.0
force_constant = 1.0
displacement = 1.2
offset = -0.2
quartic = 1.0
bend = 0.5


def energy_A(q, y):
    return 0.5 * force_constant * q**2 + quartic * (y - bend * q**2)**4


def energy_B(q, y, shift):
    return (0.5 * force_constant * (q - displacement)**2 + shift
            + quartic * (y - bend * q**2)**4)


y_grid = np.linspace(-1.5, 5.0, 1301)
q_grid = np.linspace(-1.4, 2.6, 801)
dy = y_grid[1] - y_grid[0]
dq = q_grid[1] - q_grid[0]


def profile(x, state, shift):
    """-kT ln of the Boltzmann integral restricted to gap = x."""
    slope = force_constant * displacement
    q = (0.5 * force_constant * displacement**2 + shift - x) / slope
    e_a, e_b = energy_A(q, y_grid), energy_B(q, y_grid, shift)
    assert np.max(np.abs(e_b - e_a - x)) < 1e-9
    energy = e_a if state == "A" else e_b
    return -kT * np.log(np.sum(np.exp(-energy / kT)) * dy / slope)


def lowest(state, shift):
    found = minimize_scalar(lambda x: profile(x, state, shift),
                            bounds=(-2.2, 1.5), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, found.fun


def mean_and_variance(values, weights):
    mean = np.sum(weights * values) / np.sum(weights)
    return mean, np.sum(weights * (values - mean)**2) / np.sum(weights)


# Gap statistics and partition functions by two-dimensional quadrature
Q, Y = np.meshgrid(q_grid, y_grid, indexing="ij")
E_A, E_B = energy_A(Q, Y), energy_B(Q, Y, offset)
gap = E_B - E_A
weight_A, weight_B = np.exp(-E_A / kT), np.exp(-E_B / kT)
Z_A = np.sum(weight_A) * dq * dy
Z_B = np.sum(weight_B) * dq * dy
m_A, var_A = mean_and_variance(gap, weight_A)
m_B, var_B = mean_and_variance(gap, weight_B)
sigma = np.sqrt(var_A)
scaled = (gap - m_A) / sigma
skewness = np.sum(weight_A * scaled**3) / np.sum(weight_A)
kurtosis = np.sum(weight_A * scaled**4) / np.sum(weight_A)
assert abs(skewness) < 1e-7 and abs(kurtosis - 3.0) < 1e-7

# Predictions from the statistics in state A alone
lam = var_A / (2.0 * kT)
dG = m_A - lam
barrier = (lam + dG)**2 / (4.0 * lam)
reverse = (lam - dG)**2 / (4.0 * lam)

# Independent values from partition functions, state B and the profiles
dG_direct = -kT * np.log(Z_B / Z_A)
x_A, F_A_min = lowest("A", offset)
x_B, F_B_min = lowest("B", offset)
barrier_direct = profile(0.0, "A", offset) - F_A_min
reverse_direct = profile(0.0, "B", offset) - F_B_min
lam_direct = profile(m_A, "B", offset) - profile(m_B, "B", offset)
assert abs(dG - dG_direct) < 1e-8
assert abs(var_B - var_A) < 1e-8
assert abs(m_B - (dG - lam)) < 1e-8
assert abs(x_A - m_A) < 1e-5 and abs(x_B - m_B) < 1e-5
assert abs(lam - lam_direct) < 1e-8
assert abs(barrier - barrier_direct) < 1e-8
assert abs(reverse - reverse_direct) < 1e-8
assert abs((F_B_min - F_A_min) - dG_direct) < 1e-8

# Equal constant curvature, and profile difference equal to the gap
h = 0.05
curvatures = {"A": [], "B": []}
for x in (-1.2, -0.5, 0.0, 0.4, 0.9):
    difference = profile(x, "B", offset) - profile(x, "A", offset)
    assert abs(difference - x) < 1e-8
    for state in ("A", "B"):
        second = (profile(x + h, state, offset) + profile(x - h, state, offset)
                  - 2.0 * profile(x, state, offset)) / h**2
        curvatures[state].append(second)
        assert abs(second - 1.0 / (2.0 * lam)) < 1e-6

# Probability density of the gap at the crossing
density_direct = np.exp(-profile(0.0, "A", offset) / kT) / Z_A
density = np.exp(-barrier / kT) / np.sqrt(4.0 * np.pi * lam * kT)
assert abs(density / density_direct - 1.0) < 1e-7

print(f"Temperature: {temperature:.0f} K")
print(f"kT: {kT:.6f} eV")
print(f"Force constant: {force_constant:.1f} eV")
print(f"Displacement: {displacement:.1f} (dimensionless)")
print(f"Energy offset: {offset:.1f} eV")
print(f"Quartic constant: {quartic:.1f} eV")
print(f"Bend of common term: {bend:.1f} (dimensionless)")
print(f"Mean gap in A: {m_A:.5f} eV")
print(f"Gap standard deviation in A: {sigma:.5f} eV")
print(f"Gap variance in A: {var_A:.6f} eV^2")
print(f"lambda from variance: {lam:.5f} eV = {lam*to_kjmol:.2f} kJ/mol")
print(f"lambda from relaxation on profile B: {lam_direct:.5f} eV")
print(f"Delta G from Gaussian: {dG:.5f} eV = {dG*to_kjmol:.2f} kJ/mol")
print(f"Delta G from partition functions: {dG_direct:.5f} eV")
print(f"Mean gap in B, predicted: {dG-lam:.5f} eV")
print(f"Mean gap in B, sampled: {m_B:.5f} eV")
print(f"Gap standard deviation in B: {np.sqrt(var_B):.5f} eV")
print(f"Curvature of profile A at x=0: {curvatures['A'][2]:.5f} 1/eV")
print(f"Curvature of profile B at x=0: {curvatures['B'][2]:.5f} 1/eV")
print(f"Curvature 1/(2 lambda): {1/(2*lam):.5f} 1/eV")
print(f"Forward barrier, formula: {barrier:.5f} eV"
      f" = {barrier*to_kjmol:.2f} kJ/mol")
print(f"Forward barrier, profile: {barrier_direct:.5f} eV")
print(f"Reverse barrier, formula: {reverse:.5f} eV")
print(f"Reverse barrier, profile: {reverse_direct:.5f} eV")
print(f"Gap density at crossing, formula: {density:.5f} 1/eV")
print(f"Gap density at crossing, quadrature: {density_direct:.5f} 1/eV")
print(f"Separation of mean gaps over sigma: {(m_A-m_B)/sigma:.3f}")

# Barrierless and inverted cases, reached by changing the offset
for shift in (-0.72, -1.2):
    shifted_B = np.exp(-energy_B(Q, Y, shift) / kT)
    dG_shift = -kT * np.log(np.sum(shifted_B) * dq * dy / Z_A)
    direct = profile(0.0, "A", shift) - lowest("A", shift)[1]
    formula = (lam + dG_shift)**2 / (4.0 * lam)
    assert abs(direct - formula) < 1e-8
    print(f"Offset {shift:.2f} eV: barrier from profile {abs(direct):.5f} eV,"
          f" formula {formula:.5f} eV")

# Unequal force constants: the gap is no longer Gaussian
force_B = 1.5
q_line = np.linspace(-2.0, 3.5, 1100001)
line_A = 0.5 * force_constant * q_line**2
line_B = 0.5 * force_B * (q_line - displacement)**2 + offset
line_gap = line_B - line_A
w_A, w_B = np.exp(-line_A / kT), np.exp(-line_B / kT)
mean_u, var_uA = mean_and_variance(line_gap, w_A)
_, var_uB = mean_and_variance(line_gap, w_B)
dG_u = offset + 0.5 * kT * np.log(force_B / force_constant)
dG_u_gauss = mean_u - var_uA / (2.0 * kT)
bin_width = 0.001
for x in (-0.4, 0.0, 0.4):
    inside = np.abs(line_gap - x) < 0.5 * bin_width
    P_A = np.sum(w_A[inside]) / np.sum(w_A)
    P_B = np.sum(w_B[inside]) / np.sum(w_B)
    # a bin of finite width fixes the gap only to within half the width
    assert abs(dG_u - kT * np.log(P_B / P_A) - x) < 0.5 * bin_width
assert var_uA / var_uB > 2.0
assert abs(dG_u_gauss - dG_u) > 0.1
print(f"Unequal case, force constant of B: {force_B:.1f} eV")
print(f"Unequal case, gap deviation in A: {np.sqrt(var_uA):.5f} eV")
print(f"Unequal case, gap deviation in B: {np.sqrt(var_uB):.5f} eV")
print(f"Unequal case, exact Delta G: {dG_u:.5f} eV")
print(f"Unequal case, Gaussian Delta G from A: {dG_u_gauss:.5f} eV")

# Gap built from N independent two-valued terms with the same total variance:
# m_A - Delta G from the exact binomial sum, against sigma^2/(2kT)
for number in (100, 1000, 10000):
    n = np.arange(number + 1)
    log_probability = (gammaln(number + 1) - gammaln(n + 1)
                       - gammaln(number - n + 1) - number * np.log(2.0))
    deviation = sigma / np.sqrt(number) * (2 * n - number)
    exact = kT * logsumexp(log_probability - deviation / kT)
    error = lam - exact
    leading = sigma**4 / (12.0 * number * kT**3)
    assert error > 0.0
    if number == 10000:
        # the next cumulant changes the error by about 0.15 percent here
        assert abs(error / leading - 1.0) < 0.005
    print(f"N={number}: m_A - Delta G = {exact:.5f} eV, Gaussian error"
          f" {error:.5f} eV, leading estimate {leading:.5f} eV")

print("checks complete")
```

Running it gives:

```
Temperature: 300 K
kT: 0.025852 eV
Force constant: 1.0 eV
Displacement: 1.2 (dimensionless)
Energy offset: -0.2 eV
Quartic constant: 1.0 eV
Bend of common term: 0.5 (dimensionless)
Mean gap in A: 0.52000 eV
Gap standard deviation in A: 0.19294 eV
Gap variance in A: 0.037227 eV^2
lambda from variance: 0.72000 eV = 69.47 kJ/mol
lambda from relaxation on profile B: 0.72000 eV
Delta G from Gaussian: -0.20000 eV = -19.30 kJ/mol
Delta G from partition functions: -0.20000 eV
Mean gap in B, predicted: -0.92000 eV
Mean gap in B, sampled: -0.92000 eV
Gap standard deviation in B: 0.19294 eV
Curvature of profile A at x=0: 0.69444 1/eV
Curvature of profile B at x=0: 0.69444 1/eV
Curvature 1/(2 lambda): 0.69444 1/eV
Forward barrier, formula: 0.09389 eV = 9.06 kJ/mol
Forward barrier, profile: 0.09389 eV
Reverse barrier, formula: 0.29389 eV
Reverse barrier, profile: 0.29389 eV
Gap density at crossing, formula: 0.05473 1/eV
Gap density at crossing, quadrature: 0.05473 1/eV
Separation of mean gaps over sigma: 7.463
Offset -0.72 eV: barrier from profile 0.00000 eV, formula 0.00000 eV
Offset -1.20 eV: barrier from profile 0.08000 eV, formula 0.08000 eV
Unequal case, force constant of B: 1.5 eV
Unequal case, gap deviation in A: 0.28956 eV
Unequal case, gap deviation in B: 0.15765 eV
Unequal case, exact Delta G: -0.19476 eV
Unequal case, Gaussian Delta G from A: -0.73515 eV
N=100: m_A - Delta G = 0.66166 eV, Gaussian error 0.05834 eV, leading estimate 0.06684 eV
N=1000: m_A - Delta G = 0.71341 eV, Gaussian error 0.00659 eV, leading estimate 0.00668 eV
N=10000: m_A - Delta G = 0.71933 eV, Gaussian error 0.00067 eV, leading estimate 0.00067 eV
checks complete
```
